# When blur cubed times edge variance times dose is constant

**Q.** I have been told that resist blur cubed, edge variance and dose have a constant product. Three quantities that a process engineer can vary separately are supposed to be tied together. What is random here, and what is held fixed?

**A.** The random thing is where photons are absorbed. Let $D$ be the incident energy per area at the nominal edge, $E$ the photon energy and $\alpha$ the absorption coefficient. An area receives $D/E$ photons per unit area, and a thin layer absorbs a fraction $\alpha$ per unit depth. The mean density of absorbed photons at the edge is therefore

$$\lambda=\frac{\alpha D}{E}.$$

This takes absorption to be weak, so that $D$ hardly changes through the film, and absorption events to be independent. Equal volumes then hold Poisson-distributed numbers of events.

Held fixed are $E$, $\alpha$ and the relative slope of the image at the edge. That slope needs a careful definition, which depends on the blur.

**Q.** Then start with the blur. "Averaged over a volume of blur length cubed" sounds like a picture. Electrons and acids do not respect little cubes.

**A.** Replace the cube by a smoothing function $g(\mathbf r)$ with $\int g\,d^3r=1$. The signal that decides whether resist dissolves is

$$S(\mathbf r)=\sum_i g(\mathbf r-\mathbf r_i),$$

summed over absorbed photons at $\mathbf r_i$. Divide space into small cells of volume $dV$. The number $n_c$ in cell $c$ is Poisson with mean and variance both $\lambda_c\,dV$, and different cells are independent. Since $S=\sum_c n_c g_c$, means add with weight $g_c$ and variances with weight $g_c^2$:

$$\langle S\rangle=\int\lambda g\,d^3r',\qquad \mathrm{Var}\,S=\int\lambda g^2\,d^3r'.$$

For uniform $\lambda$ these are $\lambda$ and $\lambda\int g^2$. This suggests defining a noise length $b$ by

$$\frac1{b^3}=\int g^2\,d^3r .$$

If $g=1/a^3$ inside a cube of side $a$ and zero outside, the integral is $a^3/a^6=1/a^3$, so $b=a$. For a Gaussian of standard deviation $s$ along each axis, one axis contributes

$$\int\frac{e^{-u^2/s^2}}{2\pi s^2}\,du=\frac{\sqrt\pi\,s}{2\pi s^2}=\frac1{2\sqrt\pi\,s}.$$

The three axes multiply, so $b=2\sqrt\pi\,s\approx3.54\,s$. The cube is thus a statement about noise: a Gaussian blur has the same signal variance as counting in a cube of side $b$.

**Q.** But an edge is the one place where the exposure is not uniform.

**A.** Take a line pattern with pitch $p$, $k=2\pi/p$, and absorbed density $\lambda(1+C\sin kx)$, where $C$ is the aerial contrast. The nominal edge is $x=0$. The sine is odd there, while $g$ and $g^2$ are even, so its contribution to both integrals vanishes. At the edge the mean is $\lambda$ and the variance $\lambda/b^3$, as in a uniform exposure. Relative to the squared mean, the variance is

$$\frac{\lambda/b^3}{\lambda^2}=\frac1{\lambda b^3}=\frac1N,\qquad N=\lambda b^3 .$$

**Q.** That is noise in a signal. I asked about the position of an edge.

**A.** The edge is where $S$ equals a threshold, set to $\lambda$ so that the noiseless edge is at $x=0$. Near it, the blurred mean is

$$\langle S(x)\rangle\approx\lambda(1+Gx),\qquad G=\frac1{\langle S\rangle}\frac{d\langle S\rangle}{dx}\bigg|_{0}.$$

Write $S=\langle S\rangle+\delta S$. The displaced edge $x_e$ obeys

$$\lambda(1+Gx_e)+\delta S(x_e)=\lambda .$$

To leading order in the noise, $\delta S(x_e)$ may be replaced by $\delta S(0)$, because their difference is a product of two small quantities. Hence

$$x_e=-\frac{\delta S(0)}{\lambda G}.$$

The minus sign says that excess photons move the edge towards the darker side. Squaring and averaging gives

$$\sigma^2=\frac{\lambda/b^3}{\lambda^2G^2}=\frac1{\lambda b^3G^2}=\frac{E}{\alpha D\,b^3G^2},$$

and multiplication by $b^3D$ gives

$$b^3\sigma^2D=\frac{E}{\alpha G^2}.$$

**Q.** You set the threshold equal to $\lambda$, which contains the dose. If I simply turn up the dose on one resist, the edge moves.

**A.** Yes. The comparison is between resists of different sensitivity, each exposed at the dose that puts its edge in the same place. The threshold scales with dose. With a fixed threshold the edge would move along the image, where $G$ is generally different.

**Q.** And why the relative slope? I would call $dD/dx$ "the image slope".

**A.** Then the law changes. Let $D'$ be the slope of the blurred dose at the edge, so $G=D'/D$. Substitution gives

$$\sigma^2=\frac{E}{\alpha D b^3}\frac{D^2}{D'^2}=\frac{E\,D}{\alpha b^3D'^2}.$$

At fixed $D'$, it is $b^3\sigma^2/D$ that is constant. More dose then raises the noise without steepening the signal.

This was tested by placing random photons in three dimensions, blurring them with $s=3$ nm and locating the threshold crossing. Doubling the dose from 60 to 120 mJ/cm² at fixed absolute slope multiplied the variance by 2.07; the formula says 2. The samples held 4000 and 2500 edges. For nearly Gaussian scatter, a variance from $n$ samples has relative standard error $\sqrt{2/n}$, which gives about 4% for this ratio.

**Q.** Does the intended law survive the same treatment? You linearized a noisy function.

**A.** The same simulation was run at fixed $G=0.1403$ nm⁻¹, with 4000 edges per case. The aerial contrast was adjusted to keep $G$ fixed when the blur changed. The ratio of simulated product to predicted constant was:

- $s=3$ nm, $D=60$ mJ/cm²: 0.972
- $s=3$ nm, $D=120$ mJ/cm²: 1.019
- $s=4$ nm, $D=40$ mJ/cm²: 0.981

The sampling error of each is about 2.2%, so the deviations are of the size expected from sampling.

The linearization has a condition that can be derived. Noise also alters the local slope. For the Gaussian, $\partial_xg=-(x/s^2)g$, and $g^2$ has variance $s^2/2$ along $x$, so

$$\mathrm{Var}(\partial_xS)=\frac{\lambda}{s^4}\int x^2g^2\,d^3r=\frac{\lambda}{s^4}\,\frac{s^2}{2}\,\frac1{b^3}=\frac{\lambda}{2s^2b^3}.$$

Dividing by $(\lambda G)^2$ gives $\sigma^2/(2s^2)$. The relative slope noise is therefore

$$\frac{\sigma}{\sqrt2\,s},$$

and it must be well below one, or the threshold may be crossed several times. The straight-line image also requires $k\sigma\ll1$. A sharp-sided cube fails the first condition, since its signal jumps whenever a photon enters or leaves. The cube serves for counting; the local slope used in this argument needs a smooth blur.

**Q.** Give me numbers from a process I would recognize.

**A.** Take extreme-ultraviolet exposure of a chemically amplified resist, with rough typical values: wavelength 13.5 nm, pitch 32 nm, aerial contrast 0.85, $\alpha=0.005$ nm⁻¹, edge dose 20 mJ/cm² and Gaussian blur $s=3$ nm. The film is 30 nm thick.

The photon energy is 91.84 eV, and 20 mJ/cm² delivers 13.59 photons per nm². Then

$$\lambda=0.005\times13.59=0.0680\ \text{nm}^{-3}.$$

The noise length is $b=10.63$ nm and $b^3=1203$ nm³, so $N=81.7$. With $G=0.1403$ nm⁻¹ after blur,

$$\sigma=\frac1{0.1403\sqrt{81.7}}\ \text{nm}=0.79\ \text{nm},$$

or $3\sigma=2.4$ nm. The constant is

$$\frac{91.84}{0.005\times0.1403^2}\approx9.33\times10^5\ \text{eV nm}^3,$$

which equals about $1.49\times10^4$ nm⁵ mJ/cm².

The relative slope noise is 0.186, so the linear formula should be usable but not perfect. A simulation of 8000 edges gave a variance 1.033 times the prediction, with a sampling error of 1.6%. The finite-noise error here is thus at most a few percent of the variance.

**Q.** So if I cut the blur to 2 nm, what do I pay?

**A.** At the same $\sigma$ and $G$, the linear formula raises the dose by a factor $(3/2)^3=3.375$, to 67.5 mJ/cm². If the dose stays at 20 mJ/cm² instead, the formula gives $\sigma=0.788\sqrt{3.375}\approx1.45$ nm. The relative slope noise is then $1.45/(2\sqrt2)\approx0.51$. This is not small, so the leading-order argument no longer guarantees the result. At fixed dose and $G$, this ratio grows as $s^{-5/2}$ when the blur shrinks, so the law cannot be followed to zero blur.

In the other direction, the linear formula asks for only 8.4 mJ/cm² at $s=4$ nm for the same $\sigma$ and $G$. The lower dose does not leave fewer photons to average over: at the same $\sigma$ and $G$, the count $N=1/(\sigma G)^2$ is unchanged, because the larger volume makes up for the lower density.

**Q.** That looks too generous. A larger blur must wash out the image, and you have quietly kept $G$ fixed.

**A.** Keeping it fixed requires a better aerial image. Blurring $\sin kx$ with the Gaussian multiplies it by

$$\int\frac{e^{-u^2/2s^2}}{\sqrt{2\pi}\,s}\cos ku\,du=e^{-k^2s^2/2},$$

so

$$G=Ck\,e^{-k^2s^2/2}.$$

In the example, blur lowers the slope from 0.1669 to 0.1403 nm⁻¹. Holding the latter value takes $C=0.772$ at $s=2$ nm, but $C=0.973$ at $s=4$ nm. An exposure cannot be negative, so $C\le1$ for this sinusoid. Setting $C=1$ gives the largest blur that can keep this $G$:

$$s=\frac1k\sqrt{2\ln\frac kG}\approx4.2\ \text{nm}.$$

The exchange of blur for dose at this pitch and slope ends there.

**Q.** In a real comparison I keep the scanner settings and change the resist. What happens then?

**A.** Now $C$ is fixed instead of $G$. Since $s=b/(2\sqrt\pi)$,

$$k^2s^2=\frac{4\pi^2}{p^2}\frac{b^2}{4\pi}=\frac{\pi b^2}{p^2}.$$

Inserting $G^2=C^2k^2e^{-k^2s^2}$ in the law gives

$$b^3\sigma^2D=\frac{E}{\alpha C^2k^2}\,e^{\pi b^2/p^2}.$$

The product is no longer constant. From $s=3$ to 4 nm it grows by a factor 1.310. At fixed dose the variance still falls, to $1.310\times(3/4)^3\approx0.55$ of its former value, because averaging gains more than the slope loses.

That advantage ends. At fixed $D$ and $C$,

$$\frac{d\ln\sigma^2}{db}=-\frac3b+\frac{2\pi b}{p^2}=0
\quad\Longrightarrow\quad b=p\sqrt{\frac3{2\pi}} .$$

The second derivative, $3/b^2+2\pi/p^2$, is positive, so this is a minimum. For the 32 nm pitch it lies at $b=22.1$ nm, or $s=6.24$ nm, where $\sigma=0.47$ nm. Direct minimization, with the blurred slope obtained by numerical integration, gave the same point.

**Q.** Should I therefore ask for 6 nm of blur?

**A.** Not on this ground alone. At the optimum $k^2s^2=3/2$, so blur multiplies the contrast by $e^{-3/4}\approx0.47$, and $G$ falls to about $0.079$ nm⁻¹. At fixed threshold, a small relative dose error $\epsilon$ shifts the edge by $-\epsilon/G$. A 1% error then moves it by about 0.13 nm, against 0.07 nm at $s=3$ nm. The minimum concerns photon noise at fixed dose and aerial image, and ignores this loss of dose tolerance.

**Q.** Your averaging volume extends in depth as well. The film has a top and a bottom.

**A.** Suppose the blur is reflected at the surfaces, as for acid that cannot leave the film. At distance $z$ from one surface, with the other far away, the depth kernel is $g_1(z-z')+g_1(z+z')$ for $z'>0$, where $g_1$ is the one-dimensional Gaussian. Squaring it and integrating over $z'>0$, the two squares together give $\int g_1^2$ over the whole line. The cross term gives

$$\int_{-\infty}^{\infty}g_1(z-z')g_1(z+z')\,dz'=\frac{e^{-z^2/s^2}}{2\sqrt\pi\,s}.$$

The local variance is therefore multiplied by $1+e^{-z^2/s^2}$. It is doubled at the surface, where half the averaging volume is missing, and returns to the bulk value within a few $s$. Numerical integration for the 30 nm film gave factors of 2.000 at the surface and 1.000 in the middle.

**Q.** My microscope looks from above. It does not report the edge at one chosen depth.

**A.** Then consider, as a simple model of that measurement, the edge position averaged over the film thickness $h$. Reflection conserves the signal, so averaging over depth gives every photon the same weight $1/h$, whatever its depth. The depth factor in the variance changes from $1/b$ to

$$\int_0^h\frac{dz'}{h^2}=\frac1h .$$

The variance of the averaged edge is $\bar\sigma^2=(b/h)\sigma^2$, and the law becomes

$$b^2\bar\sigma^2D=\frac{E}{\alpha hG^2}.$$

The cube has become a square. Here $b/h=0.354$, which lowers the deviation from 0.79 to 0.47 nm if attenuation through the film is neglected. Blur in depth no longer helps, because the measurement already averages over depth. For a fixed aerial image and dose, the best blur is therefore smaller than for a local edge: minimizing $e^{\pi b^2/p^2}/b^2$ gives $b=p/\sqrt\pi$, or $s\approx5.1$ nm here.

Attenuation adds a systematic effect. The dose falls by 13.9% from top to bottom. Without blur in depth, and to first order in $\alpha h$, the edge would shift towards the brighter side by $\alpha h/G=0.15/0.1403\approx1.1$ nm between top and bottom. Depth blur makes the shift somewhat smaller, since the signal at each surface averages over dose from inside the film. That is a sloping sidewall, not roughness, but it is comparable with the local random displacement.

**Q.** One more doubt. Resist does not count photons; it responds to acids, and their number per photon is random too.

**A.** Let each absorbed photon make a Poisson number $n$ of acids with mean $q$. Electrons first displace the acids independently, with standard deviation $s_e$; diffusion then smooths each acid with $s_a$. The total blur obeys $s^2=s_e^2+s_a^2$.

A small cell holds one photon with probability $\lambda\,dV$, so it contributes $\lambda\,dV$ times the mean square of that photon's whole signal. Pairs of different acids enter with $\langle n(n-1)\rangle=q^2$ and feel the total blur. Each acid paired with itself enters with $\langle n\rangle=q$ and feels diffusion alone. Thus

$$\mathrm{Var}\,S=\lambda\left(\frac{q^2}{b^3}+\frac q{b_a^3}\right),\qquad b_a=2\sqrt\pi\,s_a .$$

Dividing by the squared mean $(q\lambda)^2$ gives

$$\frac1N\left[1+\frac1q\left(\frac s{s_a}\right)^3\right].$$

With $q=3$, $s_e=2$ nm and $s_a=2.24$ nm, all rough choices, the bracket is 1.805. An average over 20,000 random acid clusters gave 1.822. To leading order, the local deviation rises from 0.79 to 1.06 nm. The same count of pairs, applied to $\partial_xS$, multiplies the relative slope noise by $\sqrt{1+(s/s_a)^5/q}\approx1.56$, from 0.186 to 0.29. The linear estimate is therefore less accurate here than for photons alone. The original scaling survives, with a larger constant, if $q$ and the ratio $s/s_a$ are fixed. If diffusion alone is changed, the bracket changes too and the product is not constant.

**Q.** How close is all this to a real resist?

**A.** The wavelength, pitch, film thickness and absorption are in the usual range for such resists, and doses of tens of mJ/cm² are ordinary. The dose here is the edge value; the brightest point receives $1.85\times20=37$ mJ/cm². Blur and acid yield are less certain, and since $\sigma\propto b^{-3/2}$ at fixed $G$ and dose, the blur matters strongly.

Two corrections sized here change the estimate for a view from above. To leading order, random acid numbers and positions together raise the local $\sigma$ by about 34%, and averaging the edge over depth lowers it by about 40%. For both together, if electron displacements are also reflected at the surfaces, the depth argument replaces the cube in the acid factor by a square: $1+(9/5)/3=1.6$. The averaged deviation is then $0.469\sqrt{1.6}\approx0.59$ nm, or $3\sigma\approx1.8$ nm.

Measured edge roughness in this class of resist is roughly a few nanometres at $3\sigma$. The estimate has that order of magnitude, but it omits the granularity of quencher and polymer, development noise, mask roughness and microscope noise. It also takes the acid yield per photon as independent of dose. With $q=3$ the edge would hold $3\times0.0680\approx0.20$ acids per nm³, and the bright regions more. That is a sizeable part of an ordinary loading of acid generator: 10 to 30% by weight, at a molar mass near 500 g/mol and a density near 1.2 g/cm³, is about 0.14 to 0.43 molecules per nm³. The yield then falls as exposure proceeds. With first-order depletion of a loading $P$, the acid density is $P(1-e^{-u})$ with $u=q\lambda/P$, and its local relative slope is multiplied by $u/(e^u-1)$, about 0.77 for $P=0.4$ and 0.58 for $P=0.2$ per nm³. The acid noise changes as well. The figures with acids above hold only for a yield independent of dose, and should be read as orders of magnitude for such a resist. Agreement in size therefore does not show that photons dominate. The computed values are collected in the numerical output below.

## Calculated quantities

```
photon energy: 91.84 eV
pitch: 32 nm; aerial contrast: 0.85
film thickness: 30 nm; absorption: 0.0050 1/nm
edge dose: 20.0 mJ/cm2
incident photons at edge: 13.59 per nm2
absorbed photons at edge: 0.0680 per nm3
Gaussian blur s: 3.0 nm; noise length b: 10.63 nm
noise volume b^3: 1203 nm3
absorbed photons in b^3: 81.7
relative slope before blur: 0.1669 1/nm
relative slope G after blur: 0.1403 1/nm
edge standard deviation: 0.788 nm; 3 sigma: 2.36 nm
law constant: 14947 nm5 mJ/cm2
law constant: 9.329e+05 eV nm3
simulated s=3 nm, D=60 mJ/cm2: variance 0.2014 nm2, product/constant 0.972
simulated s=3 nm, D=120 mJ/cm2: variance 0.1056 nm2, product/constant 1.019
simulated s=4 nm, D=40 mJ/cm2: variance 0.1285 nm2, product/constant 0.981
variance ratio, dose doubled at fixed absolute slope: 2.07
example, simulated/predicted variance: 1.033
example, relative slope noise: 0.186
same sigma and G at s=2 nm: dose 67.5 mJ/cm2, aerial contrast 0.772
same sigma and G at s=4 nm: dose 8.4 mJ/cm2, aerial contrast 0.973
fixed aerial image, product growth s=3 to 4 nm: 1.310
fixed aerial image, optimum s: 6.24 nm, b: 22.11 nm
edge deviation at that optimum: 0.468 nm
variance factor at film middle: 1.000
variance factor at film surface: 2.000
variance factor of depth-averaged edge: 0.354
depth-averaged edge deviation: 0.469 nm
dose lost from top to bottom: 13.9 %
electron blur: 2.00 nm; acid diffusion: 2.24 nm
acids per absorbed photon: 3.0
acid variance factor: formula 1.805, simulated 1.822
local edge deviation with acid noise: 1.059 nm
```
